# Copper's residual resistivity with s-only and equal s–p screening

**Setting.** A copper crystal contains a small fraction \(c\) of randomly placed substitutional solutes. Each solute ion carries one more unit of positive charge than the copper ion it replaces, as zinc does. Treat copper as a free-electron metal with one conduction electron per atom, a spherical Fermi surface of radius \(k_F\), and a face-centred cubic lattice constant of roughly 0.36 nm. The solutes scatter independently and elastically through a spherical, spin-independent potential. The temperature is low enough for phonons to be ignored until part (f).

SI units are used, with \(e>0\), because the answer is wanted in µΩ cm. The phase shift \(\delta_l\) refers to electrons at the Fermi level. It is followed continuously from zero as the solute potential is turned on at fixed \(k_F\), which removes the freedom to add multiples of \(\pi\).

## (a) Screening

**Question.** Relate the excess charge \(Z\) of a solute to its phase shifts. Find the shifts for \(Z=1\) in case A, where only \(\delta_0\) is nonzero, and in case B, where \(\delta_0=\delta_1\) and all others vanish.

**Answer.** Put the solute at the centre of a large sphere of radius \(R\), on which the wave function vanishes. Far from the solute the radial function is proportional to \(\sin(kr-l\pi/2+\delta_l)\), so the allowed wave numbers satisfy

\[
kR-\frac{l\pi}{2}+\delta_l=n\pi ,\qquad n \text{ an integer}.
\]

Read as a smooth function of \(k\), the number of levels below \(k_F\) is \(n(k_F)\). Without the solute the same expression holds with \(\delta_l=0\). The solute therefore brings \(\delta_l/\pi\) extra levels below \(k_F\) for each \(l\), each magnetic quantum number and each spin. A level that becomes bound as the potential is turned on remains below \(k_F\) and stays in the count.

The distant metal fixes the Fermi level, so all these levels are filled. The metal is neutral far from the solute, so the added electrons must number \(Z\). There are two spins and \(2l+1\) magnetic quantum numbers, hence

\[
Z=\frac{2}{\pi}\sum_{l}(2l+1)\,\delta_l .
\]

This is the Friedel sum rule. For \(Z=1\) it gives

\[
\text{A: }\ \frac{2}{\pi}\delta_0=1\ \Rightarrow\ \delta_0=\frac{\pi}{2};
\qquad
\text{B: }\ \frac{2}{\pi}(1+3)\delta=1\ \Rightarrow\ \delta_0=\delta_1=\frac{\pi}{8}.
\]

Equal phase shifts do not mean equal charges. In case B the p channel has three orbital states, so it holds three quarters of the screening charge.

## (b) Transport cross section

**Question.** Express \(\sigma_{tr}=\int(1-\cos\theta)\,|f(\theta)|^2\,d\Omega\) through the phase shifts.

**Answer.** A plane wave is a sum of partial waves, each with an incoming and an outgoing part. The potential multiplies the outgoing part by \(e^{2i\delta_l}\). The scattered wave is the change in the outgoing part, which gives

\[
f(\theta)=\frac{1}{k_F}\sum_l(2l+1)\,a_lP_l(\cos\theta),\qquad
a_l=\frac{e^{2i\delta_l}-1}{2i}=e^{i\delta_l}\sin\delta_l .
\]

Write \(x=\cos\theta\). Since \(\int_{-1}^{1}P_lP_{l'}\,dx=2\delta_{ll'}/(2l+1)\), where \(\delta_{ll'}\) is the Kronecker symbol, the total cross section is

\[
\sigma=\int|f|^2d\Omega=\frac{4\pi}{k_F^2}\sum_l(2l+1)|a_l|^2 .
\]

For the part with \(\cos\theta\), use \((2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}\). It shows that \(x\) couples only neighbouring partial waves, with

\[
\int_{-1}^{1}xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)} .
\]

Each neighbouring pair occurs twice in \(|f|^2\), as a term and its complex conjugate. The factors \((2l+1)(2l+3)\) cancel, and the azimuthal integral supplies \(2\pi\):

\[
\int\cos\theta\,|f|^2d\Omega=\frac{4\pi}{k_F^2}\sum_l(l+1)\,2\,\mathrm{Re}(a_la_{l+1}^*) .
\]

To combine the two sums, write \(2l+1=(l+1)+l\) and relabel the second piece:

\[
\sum_l(2l+1)|a_l|^2=\sum_l(l+1)\left(|a_l|^2+|a_{l+1}|^2\right).
\]

The difference of the two integrals now contains a complete square:

\[
|a_l|^2+|a_{l+1}|^2-2\,\mathrm{Re}(a_la_{l+1}^*)=|a_l-a_{l+1}|^2
=\tfrac14\left|e^{2i\delta_l}-e^{2i\delta_{l+1}}\right|^2=\sin^2(\delta_l-\delta_{l+1}).
\]

Therefore

\[
\sigma_{tr}=\frac{4\pi}{k_F^2}\,S,\qquad S=\sum_{l}(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

The sum must include the term that joins the last nonzero phase shift to the vanishing one above it.

## (c) Resistivity

**Question.** Solve the linearized Boltzmann equation for a field \(E\) along \(z\), and obtain the residual resistivity in terms of \(c\), \(k_F\) and \(S\).

**Answer.** Let \(n_i\) be the solute density, \(v=\hbar k_F/m\) the Fermi velocity and \(\vartheta\) the angle between \(\mathbf k\) and \(z\). Write the distribution as \(f_0+(-\partial f_0/\partial\varepsilon)\Phi(\hat{\mathbf k})\). The force on an electron is \(-eE\), so the field term is

\[
-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_z}=eEv\cos\vartheta\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\]

In a steady state it equals the rate of change by collisions. For elastic scattering the exclusion factors cancel between scattering out and scattering in. After division by \(-\partial f_0/\partial\varepsilon\),

\[
eEv\cos\vartheta=-n_iv\int|f|^2\left[\Phi(\hat{\mathbf k})-\Phi(\hat{\mathbf k}')\right]d\Omega' .
\]

Try \(\Phi=A\cos\vartheta\). Averaged over azimuth around \(\mathbf k\), \(\cos\vartheta'\) becomes \(\cos\vartheta\cos\theta\), where \(\theta\) is the scattering angle. The integral is then \(A\cos\vartheta\,\sigma_{tr}\), so the trial form solves the equation with \(A=-eE/(n_i\sigma_{tr})\).

The density of states for both spins is \(N=mk_F/(\pi^2\hbar^2)\), and \(\cos^2\vartheta\) averages to \(1/3\). The current density is

\[
j=-eNvA\,\langle\cos^2\vartheta\rangle=\frac{e^2E}{n_i\sigma_{tr}}\,\frac{Nv}{3},
\qquad
\frac{Nv}{3}=\frac{k_F^2}{3\pi^2\hbar}=\frac{n}{\hbar k_F},
\]

where the last step uses the electron density \(n=k_F^3/(3\pi^2)\). The mass has cancelled. With \(\rho=E/j\),

\[
\rho=\frac{\hbar k_F\,n_i\sigma_{tr}}{ne^2} .
\]

One conduction electron per atom means \(n_i=cn\) to leading order in \(c\). Inserting \(\sigma_{tr}\) gives

\[
\rho=\frac{4\pi\hbar c}{e^2k_F}\,S .
\]

In Hartree atomic units this is \(4\pi cS/k_F\).

## (d) The two cases in copper

**Question.** Evaluate both resistivities for one atomic percent of solute, and their ratio.

**Answer.** The cubic cell holds four atoms:

\[
n=\frac{4}{(0.36\ \text{nm})^3}=85.73\ \text{nm}^{-3},\qquad
k_F=(3\pi^2n)^{1/3}=13.64\ \text{nm}^{-1}.
\]

With \(\hbar/e^2=4108.2\ \Omega\) and \(c=0.01\), the prefactor is

\[
\frac{4\pi\times4108.2\ \Omega\times0.01}{13.64\times10^{9}\ \text{m}^{-1}}
=3.78\times10^{-8}\ \Omega\,\text{m}=3.78\ \mu\Omega\,\text{cm}.
\]

In case A the single term is \(S_A=\sin^2(\pi/2)=1\). In case B the s–p term vanishes and the p–d term remains:

\[
S_B=\sin^2(0)+2\sin^2\frac{\pi}{8}=1-\cos\frac{\pi}{4}=1-\frac{1}{\sqrt2}=0.2929 .
\]

Thus, per atomic percent,

\[
\rho_A=3.78\ \mu\Omega\,\text{cm},\qquad \rho_B=1.11\ \mu\Omega\,\text{cm},\qquad
\frac{\rho_A}{\rho_B}=\frac{1}{1-1/\sqrt2}=2+\sqrt2\approx3.41 .
\]

Within the model the ratio does not depend on \(k_F\) or \(c\). As a test of parts (b) and (c), the collision equation was also solved numerically on a grid of directions, without assuming \(\Phi\propto\cos\vartheta\). The ratio came out as 3.41421.

## (e) Origin of the difference

**Question.** The screening charge is the same in both cases. Separate the fall in resistivity into a change in how often electrons scatter and a change in how far they are turned. Then find the ratio \(\rho_A/\rho_B\) for a weak excess charge, \(Z\ll1\).

**Answer.** The frequency of scattering is set by the total cross section, \(4\pi/k_F^2\) times \(\sum_l(2l+1)\sin^2\delta_l\). That sum is 1 in case A. In case B it is

\[
(1+3)\sin^2\frac{\pi}{8}=2\left(1-\cos\frac{\pi}{4}\right)=2-\sqrt2=0.586 .
\]

The cross section falls from 0.0675 to 0.0396 nm².

The turning is measured by the mean of \(1-\cos\theta\), weighted with \(|f|^2\). Pure s scattering is isotropic, so this mean is 1. In case B both waves have the same phase factor, and \(|f|^2\propto(1+3x)^2\). Then

\[
\langle x\rangle=\frac{\int_{-1}^{1}x(1+6x+9x^2)\,dx}{\int_{-1}^{1}(1+6x+9x^2)\,dx}=\frac{4}{8}=\frac12 ,
\]

so the mean of \(1-\cos\theta\) is \(1/2\). The numerator comes entirely from the s–p interference term \(6x\), which strengthens forward scattering and weakens backward scattering. Forward scattering changes the current little. The product of the two factors, \((2-\sqrt2)/2=1-1/\sqrt2\), is \(S_B/S_A\).

For a general charge the sum rule gives \(\delta_0=\pi Z/2\) in case A and \(\delta_0=\delta_1=\pi Z/8\) in case B. Hence

\[
\frac{\rho_A}{\rho_B}=\frac{\sin^2(\pi Z/2)}{2\sin^2(\pi Z/8)}\ \longrightarrow\ \frac{(\pi Z/2)^2}{2(\pi Z/8)^2}=8\qquad(Z\to0).
\]

The ratio is smaller at \(Z=1\) because s scattering has saturated there: \(\sin^2\delta_0\) has reached its largest value.

The two cases do not bracket every way of sharing the charge between s and p. The sum rule allows \(\delta_0=\pi/2-3\delta_1\), for which

\[
S=\cos^2(4\delta_1)+2\sin^2\delta_1,\qquad \frac{dS}{d\delta_1}=-4\sin8\delta_1+2\sin2\delta_1 .
\]

At \(\delta_1=\pi/8\) the slope is \(\sqrt2\), not zero. A slightly smaller p shift would lower the resistivity below case B.

## (f) Limits of the model

**Question.** Assess how the result changes with (i) the choice of phase shifts, (ii) the expansion of the lattice around the solute, and (iii) use in a 20 nm film near room temperature. Compare with zinc in copper, for which the measured value is roughly 0.3 µΩ cm per atomic percent.

**Answer.** **(i) Phase shifts.** The sum rule fixes one combination of the shifts, and the resistivity depends on others. If s, p and d shifts are equal, then \((2/\pi)(1+3+5)\delta=1\) gives \(\delta=\pi/18\). Only the d–f term survives, \(S=3\sin^2(\pi/18)\), and the resistivity is 0.34 µΩ cm.

An actual potential need not produce equal shifts. Consider the attractive screened Coulomb energy \(-(e^2/4\pi\varepsilon_0)\,e^{-qr}/r\), with \(q\) chosen so that the sum rule gives \(Z=1\). Integrating the radial equation for \(l\le7\) gives \(q=21.9\) nm⁻¹, \(\delta_0=1.093\), \(\delta_1=0.116\) and \(\delta_2=0.019\). The screening is mostly s-like, and the resistivity is 2.67 µΩ cm, between cases A and B.

This potential also tests the level-counting step behind the sum rule, though not the neutrality argument, since \(q\) was fitted to \(Z=1\). Levels were counted by diagonalization in a sphere of 60 Bohr radii, with and without the potential. The count gave an added charge of 0.9999 electrons; the departure from 1 is a grid error and shrinks when the radial step is halved.

**(ii) Lattice expansion.** Suppose the lattice constant grows by a fraction \(\eta c\), with \(\eta\approx0.06\) as a rough value for zinc. Each solute then adds \(3\eta\) atomic volumes and pushes that much host ionic charge outwards. The charge left to be screened locally is about

\[
Z_{\text{eff}}=1-3\eta=0.82 .
\]

This estimate places all of the added volume at the solute. In an isotropic elastic medium with a free surface only the fraction \((1+\nu)/[3(1-\nu)]\) appears there, where \(\nu\) is Poisson's ratio, and the rest is a uniform dilation of the crystal. With \(\nu\approx0.34\) for copper the fraction is 0.68 and \(Z_{\text{eff}}\approx0.88\), so 0.82 overstates the effect. Keeping \(k_F\) fixed and using the shifts for general \(Z\) from part (e), case A falls by 7.8% to 3.49 µΩ cm, and case B falls by 32% to 0.76 µΩ cm. Case A responds weakly because \(\sin^2(\pi Z/2)\) is stationary at \(Z=1\). The ratio rises to about 4.6, so the value \(2+\sqrt2\) belongs to a full unit of screened charge. With \(Z_{\text{eff}}=0.88\) the resistivities are 3.65 and 0.865 µΩ cm and the ratio is 4.2.

**(iii) Film near room temperature.** Take a rough phonon resistivity of 1.7 µΩ cm and assume that phonon and solute resistivities add in the bulk. A bulk resistivity \(\rho\) corresponds to a mean free path \(\lambda=\hbar k_F/(ne^2\rho)\), which is 38 nm for phonons alone. This exceeds the film thickness \(d=20\) nm, so the surfaces matter.

Describe all scattering inside the film by the single length \(\lambda\). This is an approximation when the scattering is not isotropic, as in case B. Let the surfaces scatter diffusely, so that an electron leaving one carries no memory of the field. At distance \(z\) from that surface, moving at direction cosine \(\mu\) to the normal, it has regained a fraction \(1-e^{-z/(\lambda\mu)}\) of its bulk response. Averaging over \(0<z<d\) gives

\[
1-\frac{\lambda\mu}{d}\left(1-e^{-d/(\lambda\mu)}\right).
\]

For current in the plane, the squared direction cosine along the field averages over azimuth to \((1-\mu^2)/2\). Dividing by its full average, \(1/3\), gives the weight \(\tfrac32(1-\mu^2)\). The film's conductivity relative to the bulk is therefore

\[
F=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\lambda\mu}{d}\left(1-e^{-d/(\lambda\mu)}\right)\right]d\mu ,
\]

and its resistivity is \(\rho/F\). Pure copper comes out at 3.2 µΩ cm. One atomic percent of solute adds 3.75 µΩ cm in case A and 1.12 in case B, close to the bulk values of 3.78 and 1.11. Keeping the full angular dependence of the solute scattering, instead of the single length, raises the case B figure to 1.14; for equal s, p and d shifts it gives 0.37 against 0.34 in the bulk. At this thickness and temperature the surfaces raise the total resistivity substantially but hardly alter the solute's contribution.

**Other corrections.** Multiple scattering is governed by \(1/(k_F\lambda)\), with \(\lambda\) now set by the solutes. At 1 at.% the paths are 17 nm in case A and 59 nm in case B, so this parameter is 0.4% and 0.1%. With the path between collisions of any angle, set by the total cross section, case B gives 0.25%. Terms of relative order \(c\), here 1%, were also dropped in part (c). Copper's Fermi surface also has eight necks. Take a rough neck radius of \(0.2k_F\). If the neck rims are placed on the free-electron sphere, they enclose

\[
\frac{8\left(1-\sqrt{1-0.2^2}\right)}{2}=8.1\%
\]

of all directions. The necks in fact cross the zone faces, which lie slightly outside the sphere at a distance \(\sqrt3\,\pi/a=1.11k_F\) from the zone centre, where \(a\) is the lattice constant. The same radius then covers a smaller share, about 6.4%. In these directions copper has no Fermi surface, so the assumption of a sphere fails there. The resulting error in the resistivity has not been calculated.

**Comparison with zinc in copper.** The rough measured size, 0.3 µΩ cm per atomic percent, is about 13 times smaller than case A and nearly 4 times smaller than case B. Lattice expansion lowers case B to 0.76, or 0.865 with the elastic correction, which is still too high by a factor of 2.5 to 2.9. Neither case A nor case B therefore describes zinc in copper. Equal s, p and d shifts give 0.34 without lattice expansion and 0.23 with it (0.26 with the elastic correction), on either side of the measured value. Spreading the charge over more waves can therefore bring the model to the right size. This does not show that zinc has these phase shifts, which would require a calculation with the real ion cores. In a real interconnect line, grain boundaries and side walls add further resistance that the film estimate leaves out. The numerical output below lists the inputs and most of the results.

## Values computed for the example and the checks

```
lattice constant (rough input): 0.36 nm
solute fraction: 1 at.%
electron density: 85.73 nm^-3
Fermi wave number: 13.64 nm^-1
hbar/e^2: 4108.2 Ohm
prefactor 4 pi hbar c/(e^2 kF): 3.784 uOhm cm
A: delta_0: 1.5708 rad
B: delta_0 = delta_1: 0.3927 rad
A: S: 1
B: S: 0.29289
A: resistivity per at.%: 3.784 uOhm cm
B: resistivity per at.%: 1.108 uOhm cm
ratio A/B from collision equation: 3.41421
A: total cross section: 0.06753 nm^2
B: total cross section: 0.03956 nm^2
total cross section B/A: 0.58579
A: mean of 1 - cos(theta): 1
B: mean of 1 - cos(theta): 0.5
A: mean free path at 1 at.%: 17.3 nm
B: mean free path at 1 at.%: 59 nm
A: 1/(kF path): 0.0042
B: 1/(kF path): 0.0012
equal s,p,d: delta: 0.1745 rad
equal s,p,d: resistivity: 0.342 uOhm cm
screened well: q: 21.92 nm^-1
screened well l=0: delta 1.0931, from level count 1.0929 rad
screened well l=1: delta 0.1159, from level count 0.1159 rad
screened well l=2: delta 0.0191, from level count 0.0191 rad
screened well l=3: delta 0.0037, from level count 0.0037 rad
screened well: charge from level count: 0.9999
screened well: resistivity: 2.67 uOhm cm
zinc in copper, measured (rough input): 0.3 uOhm cm
expansion da/a per fraction (rough input): 0.06
effective charge with expansion: 0.82
A: resistivity with expansion: 3.49 uOhm cm
B: resistivity with expansion: 0.758 uOhm cm
A: change by expansion: -7.8 %
B: change by expansion: -32 %
neck radius/kF (rough input): 0.2
solid angle taken by 8 necks: 8.1 %
phonon resistivity near 300 K (rough input): 1.7 uOhm cm
phonon mean free path: 38 nm
film thickness: 20 nm
pure film resistivity near 300 K: 3.2 uOhm cm
A: added by 1 at.% in film: 3.75 uOhm cm
B: added by 1 at.% in film: 1.12 uOhm cm
```
